\section*{Computing a Finite Sheet's Four-Point-Probe Correction with Off-Node Contacts}

\section{A decision that depends on the edges}

A conducting film is to be accepted if its sheet resistance is at most $100\,\Omega$ per square. A four-point probe reads $25.0$ mV at $1.0$ mA, so the measured resistance is $R=25.0\,\Omega$. The conversion for an unbounded sheet multiplies this by $\pi/\ln2=4.532$ and gives $113.3\,\Omega$ per square: reject. But the sample measures $10$ mm by $6$ mm, and the probe sits near one edge. The decision needs the factor for this sample,
\begin{equation}
C=\frac{R_s}{R},\qquad R=\frac{V_2-V_3}{I},
\end{equation}
where $R_s$ is the sheet resistance, current $I$ enters at contact 1 and leaves at contact 4, and the voltage is read between contacts 2 and 3.

The sample and reading are a model with round parameters. The film is homogeneous, isotropic and ohmic, with no magnetic field. It is much thinner than the contact spacing, so the current is uniform through its depth. The contacts are points and the edges are insulating. The array is collinear with spacing $s=1$ mm, centred at $(4.3,1.7)$ mm from the lower left corner and tilted by $40^\circ$ to the long side.

The current per unit width is $\mathbf K=-\nabla V/R_s$. Its divergence equals the current supplied per unit area, hence
\begin{equation}
-\nabla^2V=R_sI\,[\delta(\mathbf r-\mathbf r_1)-\delta(\mathbf r-\mathbf r_4)],\qquad
\frac{\partial V}{\partial n}=0\ \text{on the edges}.
\label{eq:poisson}
\end{equation}
Integrating over the sheet gives zero on both sides, so the equation can be solved. A constant added to $V$ remains free and cancels in $R$.

\section{What goes wrong with the nearest node}

The direct scheme covers the sheet with a square mesh of step $h$, moves each contact to its nearest node, and solves. The infinite potential at a point source is not the difficulty, because no voltage is read there. The difficulty is that the array has been changed.

On an unbounded sheet a source gives $V=-(R_sI/2\pi)\ln r$, since its radial field then carries the current $I$ through every circle. With $d_{ij}$ the distance between contacts, adding source and sink gives
\begin{equation}
\frac{R}{R_s}=\frac1{2\pi}\ln\frac{d_{13}d_{24}}{d_{12}d_{34}}.
\label{eq:inf}
\end{equation}
For equal spacing the argument is $4$, which gives $R/R_s=\ln2/\pi$. Now move contact 2 by a small $\delta$ towards contact 3. Then $d_{12}=s+\delta$ and $d_{24}=2s-\delta$, so the logarithm changes by $-\delta/s-\delta/(2s)=-3\delta/(2s)$. Relative to $\ln4$ this is $-1.08\,\delta/s$: a shift of one hundredth of the spacing costs about one per cent.

In the example at $h=0.0125$ mm, rounding gives $d_{12}=d_{34}=0.9939$ mm and $d_{13}=d_{24}=2.0054$ mm. By \eqref{eq:inf}, $R/R_s$ rises by
\begin{equation}
\frac1\pi\left[\ln\frac{2.0054}{0.9939}-\ln2\right]\approx0.0028,
\end{equation}
or $1.0\%$ of the finite-sheet value $0.27736$. The computed error is $1.24\%$. The remainder comes almost entirely from the edges, whose contribution also changes when the contacts move; the discretisation error proper is of order $10^{-5}$ relative on this mesh. On the meshes $h=0.05$, $0.025$ and $0.0125$ mm the errors are $+0.49\%$, $-1.23\%$ and $+1.24\%$. The rounding depends on where the nodes happen to fall, so there is no smooth sequence to extrapolate.

\section{Spreading a contact without changing the answer}

A contact can keep its true position if its current is spread over several nodes. The question is what the spreading does to $R$. Let $G$ be the symmetric Green function of the sheet, with area $A$:
\begin{equation}
-\nabla^2G(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')-\frac1A,\qquad
\frac{\partial G}{\partial n}=0.
\end{equation}
The term $1/A$ removes the injected unit current, which cannot leave through the edges. Since $V=R_sI[G(\mathbf r,\mathbf r_1)-G(\mathbf r,\mathbf r_4)]+\text{const}$,
\begin{equation}
\frac R{R_s}=w(\mathbf r_1)-w(\mathbf r_4),\qquad
w(\mathbf r)=G(\mathbf r_2,\mathbf r)-G(\mathbf r_3,\mathbf r).
\label{eq:w}
\end{equation}
The two background terms cancel in $w$, so $\nabla^2w=0$ away from the voltage contacts.

Let $M(\rho)$ be the average of $w$ over a circle of radius $\rho$ about $\mathbf r_1$. By the divergence theorem,
\begin{equation}
\frac{dM}{d\rho}=\frac1{2\pi\rho}\oint\frac{\partial w}{\partial\rho}\,dl
=\frac1{2\pi\rho}\int_{\rm disc}\nabla^2w\,d^2r=0,
\end{equation}
as long as the disc contains no voltage contact. Thus $M(\rho)=M(0)=w(\mathbf r_1)$. For a radial density $\eta$ with unit integral and radius $a$,
\begin{equation}
\int\eta\,w\,d^2r=\int_0^a2\pi\rho\,\eta(\rho)M(\rho)\,d\rho=w(\mathbf r_1).
\end{equation}
The blob has the same effect as the point. The argument also covers the readout. With spread current contacts, $V$ is harmonic outside their discs, so its average over a voltage disc equals its value at the centre.

The condition is that current discs and voltage discs do not overlap. Here this means $a<s/2$, and $a=0.45$ mm is used. There is no need to shrink $a$ with the mesh. At fixed $a$, refinement resolves the blob better; at fixed $a/h$ it would not.

Two other radii test this statement. With $a=0.30$ mm the extrapolated $R/R_s$ differs from the reference derived below by $-1.3\times10^{-7}$ relative. With $a=1.00$ mm neighbouring current and voltage discs overlap, and the error is $-0.52\%$. The sign follows from the logarithm: the potential of a uniformly charged ring is constant inside it, below the $-\ln r$ of a source at its centre. Overlap therefore lowers the near couplings 1--2 and 3--4, which enter $R$ with positive sign.

\section{A blob that crosses an edge}

A contact closer than $a$ to an edge loses part of its disc. Cutting off that part and rescaling the rest leaves a blob that is not radial about the contact, so the averaging argument fails.

The cure uses the boundary condition. Take the edge $y=0$ and continue $w$ by $w(x,-y)=w(x,y)$. The function is continuous, and because $\partial w/\partial y=0$ at the edge its slope has no jump. No source appears there, and the continued function is harmonic. The full disc can be used again, and its outside part is folded back:
\begin{equation}
w(\mathbf r_1)=\int_{y>0}[\eta(\mathbf r-\mathbf r_1)+\eta(\mathbf r-\mathbf r_1^*)]\,w\,d^2r,
\end{equation}
with $\mathbf r_1^*$ the mirror image of $\mathbf r_1$. Near a corner, both coordinates are reflected. Reflection brings an outside point closer to $\mathbf r_1$, so the folded part lies within the original disc and the no-overlap condition is unchanged.

A second array tests this. It stands perpendicular to the lower edge, at $x=4.3$ mm, with contact 1 at distance $d=0.15$ mm from the edge. Folding and extrapolation reproduce the reference to $5\times10^{-10}$ relative; the cut blob on the finest mesh is wrong by $1.5\times10^{-3}$.

The same reflection gives a useful limiting case. If the lower edge were the sole boundary, each current contact would have an image of the same sign, because equal sources on both sides send no net current across the edge. The distances from image 1 to contacts 2 and 3 are $2d+s$ and $2d+2s$; those from image 4 are $2d+4s$ and $2d+5s$. Adding the image logarithms to \eqref{eq:inf},
\begin{equation}
\frac R{R_s}=\frac1{2\pi}\left[\ln4+\ln\frac{(2d+2s)(2d+4s)}{(2d+s)(2d+5s)}\right].
\label{eq:half}
\end{equation}
For $d\gg s$ the second logarithm vanishes and the unbounded sheet returns. For $d=0.15$ mm the bracket is $1.3863+0.3615=1.7478$, so $C=2\pi/1.7478=3.595$. The full rectangle gives $3.546$. The near edge thus accounts for most of the fall from $4.532$; the other three edges lower $C$ from $3.595$ to $3.546$, a further $1.4\%$ of its value.

\section{The equations on the mesh}

Assign to each node the part of the sheet nearest to it. Its area is $w_ih^2$, with $w_i=1$ inside, $1/2$ on an edge and $1/4$ at a corner. The current from node $i$ to neighbour $j$ is (width/length)$\,(V_i-V_j)/R_s$. The ratio $g_{ij}$ of width to length is $h/h=1$ for an interior link and $1/2$ for a link along an edge. Current balance reads
\begin{equation}
\sum_jg_{ij}(V_i-V_j)=R_sI_i .
\label{eq:network}
\end{equation}
The sheet has become a resistor network, and nothing flows out through its edges.

The chosen blob is $\eta\propto(1-\rho^2/a^2)^4$ for $\rho<a$ and zero beyond. Let $q_i^{(c)}$ be its value at node $i$ for contact $c$, including folded parts. Define
\begin{equation}
b_i^{(c)}=\frac{q_i^{(c)}}{\sum_jw_jq_j^{(c)}},\qquad
I_i=I\,w_i\,[b_i^{(1)}-b_i^{(4)}].
\end{equation}
Provided that each disc contains at least one node, each contact then carries its full current, and the net current is zero.

Divide \eqref{eq:network} by $w_i$ and write $U=V/(R_sI)$. Inside, this gives $4U_i$ minus the four neighbours. On a horizontal edge the links along the edge become $\frac12/\frac12=1$ and the inward link becomes $1/\frac12=2$, as if a mirror node lay outside. At a corner both links become $\frac12/\frac14=2$, with the same meaning. Cosines respect these mirrors. With $N_x$ and $N_y$ steps along the sides and $\theta=\pi k/N_x$,
\begin{equation}
2\cos i\theta-\cos(i+1)\theta-\cos(i-1)\theta=(2-2\cos\theta)\cos i\theta .
\end{equation}
The product mode $(k,l)$ therefore has eigenvalue
\begin{equation}
\lambda_{kl}=4-2\cos\frac{\pi k}{N_x}-2\cos\frac{\pi l}{N_y}.
\end{equation}
A cosine transform of $b^{(1)}-b^{(4)}$, division by $\lambda_{kl}$ and the inverse transform give $U$. The mode $k=l=0$ is the free constant; its source amplitude is zero and it is dropped. The reading is
\begin{equation}
\frac{R_h}{R_s}=\sum_iw_i\,[b_i^{(2)}-b_i^{(3)}]\,U_i .
\end{equation}
An explicitly assembled network with one grounded node agrees with the transform to $7\times10^{-16}$ on a mesh of step $0.25$ mm. For another outline, a network solver can replace the transform, but a curved edge approximated by steps would need its own convergence study.

\section{Removing the mesh error}

Let $U$ now denote the continuum potential of the blobs, with $-\nabla^2U=f$. Taylor expansion of the second differences gives
\begin{equation}
\nabla_h^2U=\nabla^2U+\frac{h^2}{12}\left(\frac{\partial^4U}{\partial x^4}+\frac{\partial^4U}{\partial y^4}\right)+\dots
\end{equation}
The odd derivatives cancel between opposite neighbours. The mirror continuation makes this valid at the edges too. Insert $U_h=U+h^2U_2+\dots$ into $-\nabla_h^2U_h=f$ and collect the terms in $h^2$:
\begin{equation}
-\nabla^2U_2=\frac1{12}\left(\frac{\partial^4U}{\partial x^4}+\frac{\partial^4U}{\partial y^4}\right),\qquad \frac{\partial U_2}{\partial n}=0.
\end{equation}
The right side integrates to zero because odd normal derivatives vanish at the edges, so $U_2$ exists. The leading error in $R_h$ is thus proportional to $h^2$, with a coefficient that does not depend on how the contacts lie between the nodes. Sampling the blob adds an error that does depend on this, but it is small when $a\gg h$.

Assume that the next term is of order $h^4$:
\begin{equation}
R_h=R+c_2h^2+c_4h^4+\dots
\end{equation}
The blob has a finite number of continuous derivatives, so this series cannot be continued at will. Two meshes remove $c_2$:
\begin{equation}
A_h=\frac{4R_{h/2}-R_h}{3}
=R+\frac{c_4h^4}{3}\left(\frac4{16}-1\right)+\dots
=R-\frac{c_4h^4}4+\dots
\end{equation}
Halving $h$ divides the remaining term by $16$, so a third mesh removes it:
\begin{equation}
B=\frac{16A_{h/2}-A_h}{15}.
\end{equation}

For the tilted array the three meshes give $R_h/R_s=0.277326742$, $0.277349962$ and $0.277355704$. Successive increments are $2.3220\times10^{-5}$ and $5.742\times10^{-6}$. Their ratio is $4.04$, an observed order of $2.02$. Adding one third of each increment to the finer value gives
\begin{align}
A_h/R_s&=0.277349962+0.000007740=0.277357702,\\
A_{h/2}/R_s&=0.277355704+0.000001914=0.277357618.
\end{align}
The second stage gives $B/R_s=0.277357612$.

\section{A reference without mesh or blob}

A rectangle allows an independent check. Expand $G$ in $\cos k_mx$ with $k_m=m\pi/L$, where $L=10$ mm and the height is $H=6$ mm:
\begin{equation}
G=\frac{g_0(y,y')}L+\frac2L\sum_{m\ge1}\cos k_mx\,\cos k_mx'\,g_m(y,y').
\end{equation}
For $m\ge1$, $-g_m''+k_m^2g_m=\delta(y-y')$ with zero slope at $y=0$ and $H$. With $y_<$ and $y_>$ the smaller and larger of $y,y'$,
\begin{equation}
g_m=\frac{\cosh k_my_<\,\cosh k_m(H-y_>)}{k_m\sinh k_mH}.
\end{equation}
Its slope drops at $y=y'$ by $[\sinh k_my'\cosh k_m(H-y')+\cosh k_my'\sinh k_m(H-y')]/\sinh k_mH=1$, as the delta function requires. For $m=0$, $-g_0''=\delta(y-y')-1/H$ gives
\begin{equation}
g_0=-y_>+\frac{y^2+y'^2}{2H}.
\end{equation}
Its slope is zero at $y=0$ and $-1+1=0$ at $y=H$. The squares depend on one contact each and cancel in \eqref{eq:w}.

The sum gives $R/R_s=0.2773576169$. For an array of spacing $0.01$ mm at the centre of the sheet it gives $C=4.53229$, against $4.53236$ for the unbounded sheet, so it has the correct limit.

The finest mesh alone is off by $-6.9\times10^{-6}$ relative, and $B$ by $-1.8\times10^{-8}$. Unexpectedly, $A_{h/2}$ is closer still, at about $2\times10^{-9}$, so the second stage did not help here. The errors of $A_h$ and $A_{h/2}$ differ by a factor of order one hundred, not $16$, so an $h^4$ term does not dominate them. The calculation does not separate the contributions that remain. In practice, the second stage serves as a consistency check: here it changes the result by $2\times10^{-8}$ relative, about the actual error of $B$. Such agreement is not guaranteed: the change can be smaller than the error and does not bound it.

\section{The decision, and what limits it}

The correction factor is
\begin{equation}
C=\frac1{0.277358}=3.605,\qquad R_s=3.605\times25.0\,\Omega=90.1\,\Omega\ \text{per square}.
\end{equation}
The film is accepted. The unbounded-sheet factor overestimates $R_s$ by $25.7\%$, because it attributes to the film a voltage partly caused by the edges. They confine the current that would otherwise spread beyond the sample, and so raise $R$ at given $R_s$.

The numerical error is far below anything the measurement can use. By the estimate after \eqref{eq:inf}, a displacement of one voltage contact by $0.01$ mm along the array changes $R$ by about $1\%$. The margin to the limit is about $10\%$, so such a displacement does not reverse the decision. A contact of appreciable size is a different matter. A metal pad holds its area at one potential and redistributes the current, whereas the blob is a device for representing a point. Pads, thick films and anisotropic films change the equation or its boundary conditions, and no mesh refinement of the present problem corrects for them. The complete values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
sheet sides: 10 mm x 6 mm
contact spacing: 1.00 mm; tilt: 40 degrees
array centre: (4.30, 1.70) mm
blob radius: 0.45 mm
contact 1 position: (3.15093, 0.73582) mm
contact 2 position: (3.91698, 1.37861) mm
contact 3 position: (4.68302, 2.02139) mm
contact 4 position: (5.44907, 2.66418) mm
h = 0.0500 mm: R/R_s = 0.277326742 (dimensionless)
  relative error, blobs: -1.113e-04
  relative error, nearest nodes: 4.929e-03
h = 0.0250 mm: R/R_s = 0.277349962 (dimensionless)
  relative error, blobs: -2.760e-05
  relative error, nearest nodes: -1.228e-02
h = 0.0125 mm: R/R_s = 0.277355704 (dimensionless)
  relative error, blobs: -6.898e-06
  relative error, nearest nodes: 1.242e-02
observed order of convergence: 2.0158
first extrapolation, coarse pair: 0.2773577020
first extrapolation, fine pair: 0.2773576176
second extrapolation R/R_s: 0.2773576119
series reference R/R_s: 0.2773576169
relative error of second extrapolation: -1.80e-08
relative change, fine pair to second: -2.03e-08
relative error, blob radius 0.30 mm: -1.32e-07
relative error, blob radius 1.00 mm: -5.227e-03
network minus cosine solver, h = 0.25 mm: 6.7e-16
infinite-sheet C = pi/ln2: 4.532360
series C, central array of spacing 0.01 mm: 4.532287
finite-sheet C: 3.605454
C relative to infinite sheet: 0.795491
reading: 25.0 mV at 1.0 mA
measured R: 25.000 ohm
sheet resistance, corrected: 90.1363 ohm/square
sheet resistance, infinite: 113.3090 ohm/square
infinite-sheet overestimate: 25.708 percent
edge array, first contact to edge: 0.150 mm
edge array C, series: 3.545928
edge array relative error, folded blob: 5.46e-10
edge array relative error, cut blob, h = 0.0125 mm: 1.472e-03
\end{verbatim}
